# Why an isotropic surface barrier removes the low-energy sputtering peak

**Q:** I measure the energies of atoms sputtered from a metal. With a planar surface barrier, the standard cascade model predicts a peak at a few eV. With an isotropic barrier of the same height, it predicts a spectrum that falls from zero energy upwards. Both barriers take the same energy from each atom, so why do the spectra differ?

**A:** They differ in which atoms they let out. A planar barrier acts on the motion along the surface normal, so an atom with enough total energy can still be turned back if it arrives obliquely. An isotropic barrier asks for total energy alone. To see what this does to the spectrum, we first need the flux that arrives from inside.

Let \(E'\) and \(\theta'\) be the kinetic energy and the angle from the outward normal inside the solid, \(E\) and \(\theta\) the same quantities outside, and \(U\) the binding energy. "Spectrum" means flux per unit energy through a plane parallel to the surface.

**Q:** What arrives from inside?

**A:** Take a recoil atom of energy \(E_0\) that starts a cascade of hard-sphere collisions with atoms of equal mass, initially at rest. A collision at energy \(x\) leaves two moving atoms, and the energy of each is uniformly distributed between 0 and \(x\). Let \(F(E')\,dE'\) be the number of free flights with energy in \(dE'\). Each flight at \(x\) contributes \(2\,dE'/x\) new flights, so

\[
F(E')=\delta(E'-E_0)+2\int_{E'}^{E_0}\frac{F(x)}{x}\,dx .
\]

Write \(F=\delta(E'-E_0)+f\). The delta function contributes \(2/E_0\) to the integral term, hence

\[
f(E')=\frac{2}{E_0}+2\int_{E'}^{E_0}\frac{f(x)}{x}\,dx,\qquad
\frac{df}{dE'}=-\frac{2f}{E'} .
\]

The solution is \(f=C/E'^2\). At \(E'=E_0\) the integral vanishes, so \(C/E_0^2=2/E_0\), which gives \(C=2E_0\) and

\[
f(E')=\frac{2E_0}{E'^2}.
\]

With a constant mean free path, the path length travelled per unit volume has this same energy dependence. In a steady, uniform cascade that path length per unit time is density times speed. If the directions are isotropic, the flux through a plane gains the projection factor \(\cos\theta'\):

\[
J_{\rm in}(E',\theta')\propto\frac{\cos\theta'}{E'^2}.
\]

**Q:** The incoming ion pushes atoms inwards. Why should the directions be isotropic?

**A:** They become nearly so at low energy. In an elastic collision of equal masses, each outgoing atom has \(\cos\psi=\sqrt{E_{\rm out}/E_{\rm in}}\), where \(\psi\) is its deflection from the incoming direction. After averaging over the random azimuth, the mean cosine to the primary recoil is multiplied by this factor at every collision. The intermediate energies cancel in the product, leaving \(\sqrt{E'/E_0}\), which is small when \(E'\ll E_0\).

A small mean cosine alone would still allow an elongation equal in the forward and backward directions. That is measured by the mean of \((3\cos^2-1)/2\), which is multiplied by \((3E_{\rm out}/E_{\rm in}-1)/2\) at each collision. Let \(g(E')\) be \(f\) times this mean. Putting the factor into the cascade integral and trying \(g\propto E'^{-s}\) far below \(E_0\) gives \(3/(s+1)-1/s=1\), or \(s^2-s+1=0\). The real part of \(s\) is \(1/2\), so relative to \(f\propto E'^{-2}\) the elongation fades as \((E'/E_0)^{3/2}\), apart from an oscillating factor. That is faster than the mean cosine.

**Q:** Now put the planar barrier in place.

**A:** Its force is along the normal, so the parallel momentum is unchanged and the normal energy falls by \(U\):

\[
E\sin^2\theta=E'\sin^2\theta',\qquad E\cos^2\theta=E'\cos^2\theta'-U .
\]

Adding the two equations gives \(E=E'-U\) for every atom that escapes. The second equation also requires \(\cos^2\theta'>U/E'\), which defines an escape cone. With \(\mu'=\cos\theta'\), the arrivals at fixed energy have the normalized distribution \(2\mu'\,d\mu'\), so the escaping share is

\[
P=\int_{\sqrt{U/E'}}^{1}2\mu'\,d\mu'=1-\frac{U}{E'}=\frac{E}{E+U}.
\]

The angle-integrated spectrum is the arriving one, taken at \(E'=E+U\), times this share:

\[
J_{\rm planar}(E)\propto\frac{1}{(E+U)^2}\,\frac{E}{E+U}=\frac{E}{(E+U)^3}.
\]

Its derivative is

\[
\frac{dJ_{\rm planar}}{dE}\propto\frac{(E+U)-3E}{(E+U)^4}=\frac{U-2E}{(E+U)^4},
\]

so the peak lies at \(E=U/2\). Atoms that would emerge with almost no energy have \(E'\) just above \(U\). They are the most numerous per unit energy among those able to escape, but their cone has nearly closed.

The angular law follows from the same equations. With \(\mu=\cos\theta\), they give \(\mu'^2=(E\mu^2+U)/(E+U)\). At fixed energy, \(\mu'\,d\mu'=E\mu\,d\mu/(E+U)\). Since \(dE'=dE\) and the azimuth is unchanged, the flux per energy and solid angle is proportional to \(E\cos\theta/(E+U)^3\).

**Q:** And the isotropic barrier?

**A:** It subtracts \(U\) and leaves the direction alone. Every outward-moving atom with \(E'>U\) escapes, so \(P=1\), \(dE'=dE\) and \(\theta'=\theta\):

\[
J_{\rm iso}(E,\theta)\propto\frac{\cos\theta}{(E+U)^2},\qquad
\frac{d}{dE}\frac{1}{(E+U)^2}=-\frac{2}{(E+U)^3}<0 .
\]

The peak is gone because the factor \(E/(E+U)\) is gone. Well above \(U\) that factor tends to 1 and the two spectra merge into \(E^{-2}\). Well below \(U\) the planar spectrum rises as \(E/U^3\), while the isotropic one starts at \(1/U^2\). Both have a cosine angular law outside, so in this model the angular distribution cannot tell them apart.

**Q:** Can you show this with numbers for a real target?

**A:** Take beryllium under 1 keV argon ions, with a rough binding energy \(U=3.4\) eV. The largest energy an ion can pass to an atom at rest is

\[
E_0=1000\ \text{eV}\times\frac{4(9.012)(39.95)}{(9.012+39.95)^2}\approx 601\ \text{eV}.
\]

I start each cascade at this energy. A lower starting energy changes the prefactor \(2E_0\) but not the power law below it. It does raise the mean cosine \(\sqrt{E'/E_0}\), so this choice gives the weakest directional memory. A real ion makes many recoils below \(E_0\). If all its energy and momentum pass to target atoms, summing over the recoils gives a mean cosine to the ion direction of \(\sqrt{M_{\rm Ar}E'/(M_{\rm Be}E_{\rm ion})}\), about 0.15 between 3.4 and 10 eV.

In 4000 simulated cascades, atoms between 3.4 and 10 eV were linked to the primary recoil by a chain of 10.5 collisions on average. Their mean cosine to the primary recoil was 0.095, as the product rule predicts. The number of flights above \(U\) per cascade, including the primary, should be

\[
1+\int_U^{E_0}\frac{2E_0}{E'^2}\,dE'=\frac{2E_0}{U}-1\approx352.4,
\]

and the simulation gave 352.5.

To compare the barriers, set \(s=E/(E+U)\), so that \(ds=U\,dE/(E+U)^2\). Then

\[
\int_0^E\frac{d\epsilon}{(\epsilon+U)^2}=\frac{s}{U},\qquad
\int_0^E\frac{\epsilon\,d\epsilon}{(\epsilon+U)^3}=\frac{s^2}{2U}.
\]

For outside energies from 0 to 1 eV, \(s\) runs from 0 to \(1/4.4=0.227\). As shares of all arrivals above \(U\), the two barriers release

\[
\frac{2E_0}{352.4}\,\frac{0.227}{3.4}\approx22.8\%,\qquad
\frac{2E_0}{352.4}\,\frac{0.227^2}{2(3.4)}\approx2.6\%
\]

for the isotropic and the planar case. The simulated energies, given cosine-weighted arrival angles and passed through each barrier, yield 22.80% and 2.60%. The planar barrier thus returns almost nine tenths of the atoms in this window. Between 16 and 32 eV the simulated shares are 7.99% and 6.91%, so it returns about one seventh.

Without the upper cutoff, \(s\) runs to 1 and the totals are \(1/U\) and \(1/(2U)\): if the directions inside are isotropic, the planar barrier releases half as many atoms as the isotropic one. The medians follow from \(s=1/2\), or \(E=U=3.4\) eV, for the isotropic case, and from \(s^2=1/2\), or \(E=U/(\sqrt2-1)=8.2\) eV, for the planar case.

**Q:** My surfaces are rough. Could roughness turn a planar barrier into an isotropic one?

**A:** Not if the barrier is a static potential common to all atoms. Such a potential conserves phase-space volume. At fixed energy, the conserved measure for atoms crossing a plane is area times \(d^2p_\parallel\), where \(p_\parallel\) is the momentum parallel to the plane. Because \(d^2p_\parallel=p^2\cos\theta\,d\Omega\), cosine-weighted arrivals fill the inside disk of area \(2\pi ME'\) uniformly, \(M\) being the atomic mass. The outside disk has area \(2\pi ME\). For equal areas of surface, the escaping share therefore obeys

\[
P\le\frac{2\pi ME}{2\pi ME'}=\frac{E}{E+U}.
\]

The flat barrier reaches this bound. With the arriving flux used here, the bound forces the spectrum to zero at \(E=0\), so a maximum at positive energy must remain.

I tested this with 20,000 Newtonian trajectories per case, through a smooth flat step and through one corrugated as \(z=0.15\,a\cos(2\pi x/a)\cos(2\pi y/a)\), where \(a\) is the period along \(x\) and along \(y\). At \(E=0.5\,U\) the escaping shares were 0.331 and 0.330, against a bound of 0.333. The sampling error is about 0.003, so the two surfaces are not distinguished. The isotropic rule would require a share of 1.

**Q:** Then what does an isotropic barrier represent?

**A:** One picture is a central attraction towards each atom's own starting point. An atom leaving that point radially has no angular momentum about it, so it slows without turning. The potential then differs from atom to atom, and the bound for a common potential does not apply. It is a model rule for the binding, not a static surface field.

**Q:** If I do see a monotonic spectrum, have I shown that the barrier is isotropic?

**A:** No. Suppose an energy-independent share \(q\) of the arriving atoms meets the isotropic rule and the rest the planar one:

\[
J\propto\frac{(1-q)E}{(E+U)^3}+\frac{q}{(E+U)^2}=\frac{E+qU}{(E+U)^3}.
\]

The numerator of the derivative is \((E+U)-3(E+qU)=U(1-3q)-2E\). The peak lies at \(U(1-3q)/2\) and reaches zero energy at \(q=1/3\). For \(q=0.2\) it is already down to 0.68 eV.

The plotted quantity matters too. Flux per unit speed carries an extra factor \(dE/dv\propto\sqrt E\). For the isotropic barrier it is \(\sqrt E/(E+U)^2\), with a maximum where \(1/(2E)=2/(E+U)\), that is at \(E=U/3=1.13\) eV. A detector that responds to number density divides the flux by speed. That moves the planar peak to \(1/(2E)=3/(E+U)\), or \(E=U/5=0.68\) eV.

**Q:** How far should I trust this in a real deposition chamber?

**A:** Measured flux per unit energy from many elemental metals does peak at a few eV, which a purely isotropic barrier does not give in this model. For the beryllium example, I changed one assumption at a time and followed the ideal planar peak at 1.70 eV:

- An upper cutoff factor \(1-\sqrt{E'/E_0}\) moves it to 1.66 eV.
- Softer collisions, represented by an arriving flux \(E'^{-1.6}\), move it to 2.12 eV.
- A residual inward drift, with angular weight \(1-3\sqrt{E'/E_0}\cos\theta'\), moves it to 1.62 eV. With the larger drift of the whole ion cascade, \(E_0\) replaced by \(M_{\rm Be}E_{\rm ion}/M_{\rm Ar}\approx226\) eV, it moves to about 1.55 eV.
- Binding energies spread uniformly over ±30% move it to 1.56 eV.

In all four cases the isotropic spectrum still fell monotonically over the 0–20 eV examined, although its power need not remain \(-2\): the softer collisions give \((E+U)^{-1.6}\).

Target temperature and quantum reflection are minor at the peak. At 400 K, \(k_BT=0.034\) eV, and for a barrier 0.1 nm wide the scale \(\hbar^2/(2Mw^2)\), with \(w\) the width, is \(2.3\times10^{-4}\) eV.

Gas scattering can matter far more. With a rough cross-section of 0.3 nm² and a 10 cm path in gas at 300 K, 18% of the atoms collide at least once at 0.2 mTorr, a rough ion-beam pressure. At 3 mTorr, a rough magnetron pressure, 94% do. The arriving spectrum is then no longer the emitted one, and its low-energy part cannot be assigned to the barrier without a transport calculation.

Crystal structure, electronic energy loss and the depletion of the cascade near the surface are left out, and I have not estimated their effects. The numerical output gives the remaining energy bins and mixed-barrier cases.

## Computed results

```
binding energy U = 3.40 eV; argon ion energy = 1000 eV
masses: Be 9.012 u, Ar 39.95 u
largest Be recoil energy E0 = 600.7 eV
flights above U per cascade: simulated 352.5, formula 352.4
atoms inside with 3.4 to 10 eV: mean number of earlier collisions = 10.5
  mean cosine to primary recoil: simulated 0.095, formula 0.095
share of all arrivals above U that leave in each energy bin, percent:
  bin (eV): isotropic simulated, formula; planar simulated, formula
  0-1: 22.80, 22.79; 2.60, 2.59
  1-2: 14.33, 14.35; 4.30, 4.29
  2-4: 17.06, 17.07; 7.75, 7.77
  4-8: 16.17, 16.17; 10.03, 10.04
  8-16: 12.30, 12.33; 9.37, 9.41
  16-32: 7.99, 7.94; 6.91, 6.87
planar barrier: escaping share of arrivals above U = 0.498
median energy, planar: simulated 8.13 eV, formula without cutoff 8.21 eV
median energy, isotropic: simulated 3.38 eV, formula without cutoff 3.40 eV
Newtonian escape probability at fixed outside energy E:
  E = 0.5 U: flat 0.3313, corrugated 0.3296, E/(E+U) 0.3333
    flat barrier, mean cos^2 outside = 0.502 (cosine law: 0.5)
  E = 0.1 U: flat 0.0909, corrugated 0.0901, E/(E+U) 0.0909
    flat barrier, mean cos^2 outside = 0.495 (cosine law: 0.5)
planar peak energy (isotropic spectrum monotonic in every case):
  ideal model: 1.70 eV
  upper cutoff factor 1-sqrt(E'/E0): 1.66 eV
  softer collisions, E'^-1.6: 2.12 eV
  inward drift of cascade: 1.62 eV
  binding spread +-30 percent: 1.56 eV
isotropic flux per unit speed peaks at E = 1.13 eV
planar number density per unit energy peaks at 0.68 eV
mixed barrier, isotropic share q: peak energy
  q = 0.10: 1.19 eV
  q = 0.20: 0.68 eV
  q = 0.30: 0.17 eV
  q = 0.35: 0.00 eV
thermal energy kT at 400 K = 0.034 eV
quantum-reflection energy scale, barrier width 0.1 nm = 2.3e-04 eV
gas at 300 K, rough cross-section 0.3 nm2, path 10 cm:
  ion-beam source, 0.2 mTorr: mean free path 51.8 cm, scattered share 18 percent
  magnetron, 3.0 mTorr: mean free path 3.5 cm, scattered share 94 percent
```
